# Airy-function transmission through a trapezoidal oxide barrier and its WKB exponent: a numerical check

```python
"""
Electron transmission through a trapezoidal oxide barrier.

Result under test: Airy matching gives the exact transmission T of the model;
the WKB exponent 2S gives T = P exp(-2S), with a prefactor P of order one that
is valid away from a turning point at the outer interface.

Symbols (function arguments in eV and nm, algebra in atomic units):
phi1, phi2  barrier height above the electron energy at inner, outer interface
length      oxide thickness;  slope = (phi2 - phi1)/length
k1, k2      kinetic energy in the metal and in the collector
mass        oxide effective mass in electron masses (leads have mass 1)
psi and psi'/mass are continuous at both interfaces.
A positive slope means that electron energy rises towards the outer surface.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import airy, airye

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e9
BOLTZMANN = physical_constants["Boltzmann constant in eV/K"][0]
MASS, PHI, KIN = 0.4, 2.0, 12.0


def velocity(kinetic):
    return np.sqrt(2 * kinetic / HARTREE)


def scaled_airy(z):
    """Airy values with the exponential removed for positive z."""
    if z > 0:
        return (*airye(z), 2 * z**1.5 / 3)
    return (*airy(z), 0.0)


def airy_scale(phi1, phi2, length, mass):
    slope = (phi2 - phi1) / HARTREE / (length / BOHR)
    c = np.cbrt(2 * mass * slope)
    return c, 2 * mass * phi1 / HARTREE / c**2, 2 * mass * phi2 / HARTREE / c**2


def transmission(phi1, phi2, length, k1=KIN, k2=KIN, mass=MASS):
    """Exact transmission by matching at the two interfaces."""
    v1, v2 = velocity(k1), velocity(k2)
    if abs(phi2 - phi1) < 1e-10:
        kappa = np.sqrt(2 * mass * phi1 / HARTREE)
        w, s = kappa / mass, kappa * length / BOHR
        a = d = np.cosh(s)
        b, cc = np.sinh(s) / w, w * np.sinh(s)
    else:
        c, z1, z2 = airy_scale(phi1, phi2, length, mass)
        ai1, aip1, bi1, bip1, e1 = scaled_airy(z1)
        ai2, aip2, bi2, bip2, e2 = scaled_airy(z2)
        up, down = np.exp(e2 - e1), np.exp(e1 - e2)
        a = np.pi * (ai2 * bip1 * down - bi2 * aip1 * up)
        b = np.pi * mass / c * (ai1 * bi2 * up - bi1 * ai2 * down)
        cc = np.pi * c / mass * (aip2 * bip1 * down - bip2 * aip1 * up)
        d = np.pi * (ai1 * bip2 * up - bi1 * aip2 * down)
    return 4 * v1 * v2 / ((v1 * d + v2 * a)**2 + (cc - v1 * v2 * b)**2)


def exponent(phi1, phi2, length, mass=MASS):
    """Closed-form WKB exponent 2S, for phi1 > 0."""
    p1, p2, x = phi1 / HARTREE, phi2 / HARTREE, length / BOHR
    if abs(phi2 - phi1) < 1e-10:
        return 2 * np.sqrt(2 * mass * p1) * x
    return 4 * np.sqrt(2 * mass) / 3 * x * (max(p2, 0)**1.5 - p1**1.5) / (p2 - p1)


def prefactor(phi1, phi2, length, k1=KIN, k2=KIN, mass=MASS):
    v1, v2 = velocity(k1), velocity(k2)
    w1 = np.sqrt(2 * phi1 / HARTREE / mass)
    w2 = np.sqrt(2 * abs(phi2) / HARTREE / mass)
    if phi2 > 0:
        return 16 * v1 * v2 * w1 * w2 / ((v1**2 + w1**2) * (v2**2 + w2**2))
    z2 = airy_scale(phi1, phi2, length, mass)[2]
    theta = 2 * abs(z2)**1.5 / 3 + np.pi / 4
    end = (w2 * np.cos(theta))**2 + (v2 * np.sin(theta))**2
    return 4 * v1 * v2 * w1 * w2 / ((v1**2 + w1**2) * end)


def growing_product(phi1, phi2, length, k1=KIN, k2=KIN, mass=MASS):
    """Transmission from the growing Airy product alone."""
    if phi2 > phi1:
        return growing_product(phi2, phi1, length, k2, k1, mass)
    v1, v2 = velocity(k1), velocity(k2)
    c, z1, z2 = airy_scale(phi1, phi2, length, mass)
    _, _, bi1, bip1 = airy(z1)
    ai2, aip2, _, _ = airy(z2)
    inner = (v1 * bi1)**2 + (c / mass * bip1)**2
    outer = aip2**2 + (v2 * mass / c * ai2)**2
    return 4 * v1 * v2 / (np.pi**2 * inner * outer)


def integrated(phi1, phi2, length, k1=KIN, k2=KIN, mass=MASS, rtol=1e-11):
    """Integrate the Schroedinger equation inward from an outgoing wave."""
    v1, v2, end = velocity(k1), velocity(k2), length / BOHR

    def rhs(x, y):
        height = (phi1 + (phi2 - phi1) * x / end) / HARTREE
        return [mass * y[1], 2 * height * y[0]]

    run = solve_ivp(rhs, (end, 0), np.array([1, 1j * v2], complex),
                    method="DOP853", rtol=rtol, atol=1e-13)
    assert run.success
    psi, chi = run.y[:, -1]
    incident = abs((psi + chi / (1j * v1)) / 2)**2
    reflected = abs((psi - chi / (1j * v1)) / 2)**2
    return v2 / v1 / incident, reflected / incident


# Exact matching and exponent against direct integration and quadrature.
lengths, fields = (1.0, 2.0, 3.0), (-12.0, -6.0, 0.0, 6.0)
cases = [(PHI, PHI + f * x / 10, x) for f in fields for x in lengths]
cases += [(PHI, PHI + 1.5, x) for x in lengths]
worst = 0.0
for case in cases:
    direct, reflected = integrated(*case)
    worst = max(worst, abs(transmission(*case) / direct - 1))
    assert abs(direct + reflected - 1) < 1e-8
    p1, p2, x = case
    stop = x if p2 >= 0 else x * p1 / (p1 - p2)
    area = quad(lambda s: np.sqrt(max(2 * MASS * (p1 + (p2 - p1) * s / x)
                                      / HARTREE, 0)), 0, stop)[0]
    assert abs(2 * area / BOHR / exponent(*case) - 1) < 1e-7
assert worst < 1e-7
unequal = (1.0, 2.5, 1.2, 5.0, 3.0)
assert abs(transmission(*unequal) / integrated(*unequal)[0] - 1) < 1e-7
assert abs(transmission(*unequal) / transmission(2.5, 1.0, 1.2, 3.0, 5.0) - 1) < 1e-9

# Flat-barrier limit; the part linear in the drop cancels in the mean.
pair = transmission(PHI, PHI + 1e-3, 2) * transmission(PHI, PHI - 1e-3, 2)
assert abs(np.sqrt(pair) / transmission(PHI, PHI, 2) - 1) < 1e-5

# Small drop at fixed mean height: the exponent falls quadratically.
drop = 0.4
loss = 1 - exponent(PHI - drop / 2, PHI + drop / 2, 2) / exponent(PHI, PHI, 2)
assert abs(loss / (drop**2 / (96 * PHI**2)) - 1) < 0.02

# Growing product: neglected part is of relative size exp(-2S).
for case in cases + [(PHI, 0.0, 2.0)]:
    if abs(case[1] - case[0]) > 1e-10:
        error = abs(growing_product(*case) / transmission(*case) - 1)
        assert error < 10 * np.exp(-exponent(*case)) + 1e-9


# First correction to the prefactor, from exact values at two thicknesses.
def first_correction(phi1, phi2, length, k1, k2):
    _, z1, z2 = airy_scale(phi1, phi2, length, MASS)
    total = 0.0
    for sign, phi, kin, z in ((1, phi1, k1, z1), (-1, phi2, k2, z2)):
        v2, w2 = velocity(kin)**2, 2 * phi / HARTREE / MASS
        total += sign * (5 * v2 - 7 * w2) / (36 * (v2 + w2)) / (2 * z**1.5 / 3)
    return np.sign(phi2 - phi1) * total


def scaled_deviation(phi1, phi2, length, k1, k2):
    approx = (prefactor(phi1, phi2, length, k1, k2)
              * np.exp(-exponent(phi1, phi2, length)))
    return length * (transmission(phi1, phi2, length, k1, k2) / approx - 1)


for p1, p2, k1, k2 in ((1.0, 2.5, 5.0, 3.0), (2.5, 1.0, 4.0, 9.0)):
    limit = (2 * scaled_deviation(p1, p2, 40, k1, k2)
             - scaled_deviation(p1, p2, 20, k1, k2))
    assert abs(limit / (20 * first_correction(p1, p2, 20, k1, k2)) - 1) < 0.01

# Turning point inside the oxide: constant exponent, oscillating transmission.
ratios = []
for x in np.linspace(10, 14, 41):
    case = (PHI, PHI - 0.4 * x, x)
    assert abs(exponent(*case) / exponent(PHI, PHI - 4.0, 10) - 1) < 1e-10
    ratios.append(transmission(*case) * np.exp(exponent(*case)))
    assert abs(ratios[-1] / prefactor(*case) - 1) < 0.03
assert max(ratios) / min(ratios) > 1.2

# Near-zero outer height: the prefactor fails, the transmission does not.
near = (PHI, 0.02, 2.0)
near_ratio = transmission(*near) * np.exp(exponent(*near))
assert near_ratio / prefactor(*near) > 1.5

# Fixed potential rise: constant decay rate and thickness error.
RISE, TARGET = 1.5, 1e-10
rate = exponent(PHI, PHI + RISE, 1.0)
airy_rate = np.log(transmission(PHI, PHI + RISE, 2) / transmission(PHI, PHI + RISE, 3))
assert abs(airy_rate / rate - 1) < 2e-3
exact_length = brentq(lambda x: np.log(transmission(PHI, PHI + RISE, x) / TARGET), 1, 4)
bare_length = -np.log(TARGET) / rate
shift = np.log(prefactor(PHI, PHI + RISE, 2)) / rate
assert abs((exact_length - bare_length) / shift - 1) < 0.02

# Effects left out, for the 2 nm film with the fixed potential rise.
ref = (PHI, PHI + RISE, 2.0)
t_ref, s_ref = transmission(*ref), exponent(*ref)
EPS, GAP, TEMP, ROUGH, BREAK = 3.0, 7.0, 300.0, 0.1, 10.0
u = (np.arange(4000) + 0.5) / 4000
height = (PHI + RISE * u) / HARTREE
thick = ref[2] / BOHR
n = np.arange(1, 301)[:, None]
images = 1 / (2 * u) + np.sum(n / (n**2 - u**2) - 1 / n, axis=0)
lowered = np.clip(height - images / (2 * EPS * thick), 0, None)
s_image = 2 * thick * np.mean(np.sqrt(2 * MASS * lowered))
s_band = 2 * thick * np.mean(np.sqrt(2 * MASS * height * (1 - height * HARTREE / GAP)))
kt = BOLTZMANN * TEMP
thermal = quad(lambda e: transmission(PHI - e, PHI + RISE - e, 2, KIN + e, KIN + e)
               / t_ref / (4 * kt * np.cosh(e / (2 * kt))**2),
               -0.8, 0.8, points=[0], limit=200)[0]
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
rough = sum(w * transmission(PHI, PHI + RISE, 2 + ROUGH * q)
            for q, w in zip(nodes, weights)) / weights.sum() / t_ref
transverse = brentq(lambda e: exponent(PHI + e, PHI + RISE + e, 2) - s_ref - 1, 0, 2)
loose = integrated(*ref, rtol=1e-7)[0]
tight = integrated(*ref, rtol=1e-11)[0]
assert abs(loose / tight - 1) < 1e-4

print(f"Inner barrier {PHI:.1f} eV; oxide mass {MASS:.1f} electron masses")
print(f"Kinetic energy in metal and collector {KIN:.1f} eV")
print(f"Fixed outward rise of electron energy {RISE:.1f} eV")
print("FIXED RISE: L, field, T, 2S, exp(-2S), T/exp(-2S), P")
for x in lengths:
    c = (PHI, PHI + RISE, x)
    t, s = transmission(*c), exponent(*c)
    print(f"L={x:.1f} nm field={10*RISE/x:.1f} MV/cm T={t:.3e} 2S={s:.3f} "
          f"exp={np.exp(-s):.3e} ratio={t*np.exp(s):.3f} P={prefactor(*c):.3f}")
print("FIXED FIELD (positive opposes electrons): outer height phi2")
for f in fields:
    for x in lengths:
        c = (PHI, PHI + f * x / 10, x)
        t, s = transmission(*c), exponent(*c)
        print(f"field={f:.0f} MV/cm L={x:.1f} nm phi2={c[1]:.1f} eV T={t:.3e} "
              f"2S={s:.3f} ratio={t*np.exp(s):.3f} P={prefactor(*c):.3f}")
print(f"Decay rate of T at fixed rise, WKB: {rate:.3f} per nm")
print(f"Decay rate of T at fixed rise, Airy 2 to 3 nm: {airy_rate:.3f} per nm")
print(f"Target transmission: {TARGET:.0e}")
print(f"Thickness at target, Airy: {exact_length:.3f} nm = {10*exact_length:.2f} angstrom")
print(f"Thickness at target, bare exponent: {bare_length:.3f} nm")
print(f"Thickness error of bare exponent: {exact_length-bare_length:.3f} nm")
print(f"Outer height 0.02 eV, 2 nm: T/exp(-2S)={near_ratio:.3f}, P={prefactor(*near):.3f}")
print(f"Field -4 MV/cm, 10 to 14 nm: T/exp(-2S) from {min(ratios):.3f} to {max(ratios):.3f}")
print(f"First prefactor correction, 2 nm fixed rise: {first_correction(*ref, KIN, KIN):.5f}")
print(f"Largest relative difference, Airy and integration: {worst:.1e}")
print(f"Integration shift, rtol 1e-7 to 1e-11: {abs(loose/tight-1):.1e} (relative)")
print("NEGLECTED EFFECTS, 2 nm film with fixed rise (factors on T)")
print(f"Image forces, rough permittivity {EPS:.0f}: factor {np.exp(s_ref-s_image):.2f}")
print(f"Two-band dispersion, rough gap {GAP:.0f} eV: factor {np.exp(s_ref-s_band):.1f}")
print(f"Oxide mass raised by 10 percent: factor {transmission(*ref, mass=1.1*MASS)/t_ref:.3f}")
print(f"Thickness roughness {ROUGH:.1f} nm rms: factor {rough:.3f}")
print(f"Fermi energy spread at {TEMP:.0f} K: factor {thermal:.4f}")
print(f"Boltzmann factor over barrier top at {TEMP:.0f} K: {np.exp(-(PHI+RISE)/kt):.1e}")
print(f"Collector kinetic energy 3 eV for 12 eV: factor {transmission(*ref, k2=3.0)/t_ref:.3f}")
print(f"Transverse energy in oxide that raises 2S by 1: {transverse:.3f} eV")
print(f"Field / rough breakdown field of {BREAK:.0f} MV/cm: {10*RISE/ref[2]/BREAK:.2f}")
print("checks complete")
```

Running it gives:

```
Inner barrier 2.0 eV; oxide mass 0.4 electron masses
Kinetic energy in metal and collector 12.0 eV
Fixed outward rise of electron energy 1.5 eV
FIXED RISE: L, field, T, 2S, exp(-2S), T/exp(-2S), P
L=1.0 nm field=15.0 MV/cm T=8.082e-05 2S=10.713 exp=2.226e-05 ratio=3.631 P=3.600
L=2.0 nm field=7.5 MV/cm T=1.792e-09 2S=21.425 exp=4.956e-10 ratio=3.617 P=3.600
L=3.0 nm field=5.0 MV/cm T=3.984e-14 2S=32.138 exp=1.103e-14 ratio=3.612 P=3.600
FIXED FIELD (positive opposes electrons): outer height phi2
field=-12 MV/cm L=1.0 nm phi2=0.8 eV T=1.322e-03 2S=7.607 ratio=2.660 P=2.551
field=-12 MV/cm L=2.0 nm phi2=-0.4 eV T=2.611e-05 2S=10.183 ratio=0.690 P=0.582
field=-12 MV/cm L=3.0 nm phi2=-1.6 eV T=4.242e-05 2S=10.183 ratio=1.122 P=1.110
field=-6 MV/cm L=1.0 nm phi2=1.4 eV T=6.630e-04 2S=8.438 ratio=3.064 P=3.048
field=-6 MV/cm L=2.0 nm phi2=0.8 eV T=6.464e-07 2S=15.214 ratio=2.616 P=2.551
field=-6 MV/cm L=3.0 nm phi2=0.2 eV T=4.707e-09 2S=19.722 ratio=1.729 P=1.429
field=0 MV/cm L=1.0 nm phi2=2.0 eV T=3.477e-04 2S=9.165 ratio=3.321 P=3.322
field=0 MV/cm L=2.0 nm phi2=2.0 eV T=3.640e-08 2S=18.329 ratio=3.322 P=3.322
field=0 MV/cm L=3.0 nm phi2=2.0 eV T=3.810e-12 2S=27.494 ratio=3.322 P=3.322
field=6 MV/cm L=1.0 nm phi2=2.6 eV T=1.894e-04 2S=9.821 ratio=3.488 P=3.480
field=6 MV/cm L=2.0 nm phi2=3.2 eV T=3.152e-09 2S=20.852 ratio=3.584 P=3.572
field=6 MV/cm L=3.0 nm phi2=3.8 eV T=1.742e-14 2S=32.972 ratio=3.635 P=3.620
Decay rate of T at fixed rise, WKB: 10.713 per nm
Decay rate of T at fixed rise, Airy 2 to 3 nm: 10.714 per nm
Target transmission: 1e-10
Thickness at target, Airy: 2.269 nm = 22.69 angstrom
Thickness at target, bare exponent: 2.149 nm
Thickness error of bare exponent: 0.120 nm
Outer height 0.02 eV, 2 nm: T/exp(-2S)=1.405, P=0.469
Field -4 MV/cm, 10 to 14 nm: T/exp(-2S) from 1.226 to 2.658
First prefactor correction, 2 nm fixed rise: 0.00510
Largest relative difference, Airy and integration: 3.1e-11
Integration shift, rtol 1e-7 to 1e-11: 2.8e-07 (relative)
NEGLECTED EFFECTS, 2 nm film with fixed rise (factors on T)
Image forces, rough permittivity 3: factor 14.19
Two-band dispersion, rough gap 7 eV: factor 124.0
Oxide mass raised by 10 percent: factor 0.341
Thickness roughness 0.1 nm rms: factor 1.775
Fermi energy spread at 300 K: factor 1.0168
Boltzmann factor over barrier top at 300 K: 1.6e-59
Collector kinetic energy 3 eV for 12 eV: factor 0.888
Transverse energy in oxide that raises 2S by 1: 0.260 eV
Field / rough breakdown field of 10 MV/cm: 0.75
checks complete
```
